# Dipole K- and L-edge intensities from LAPW coefficients at cubic sites: a numerical check

```python
"""Dipole core-level absorption from LAPW states at a cubic site.

Result under test, for one spin and any linear polarisation, after averaging
over the star of k:
    I = sum over l = lc-1, lc+1 of max(l,lc) / (3(2l+1)) * T_l
    T_l = sum_m |A_lm rho_l + B_lm rhodot_l|^2
so that I_K = T_1/9 and I_L = T_0/3 + 2 T_2/15.
A_lm, B_lm : LAPW coefficients of u_l and its energy derivative udot_l
rho_l, rhodot_l : integrals of R_core * r^3 * (u_l or udot_l)
lc : angular momentum of the core shell (0 for K, 1 for L2,3)
Lengths are in nm and energies in eV. The crystal is a muffin-tin model.
"""
from itertools import permutations, product
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_jacobi, lpmv, spherical_jn

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # hbar^2/2m, eV nm^2
COUL = const.e / (4 * pi * const.epsilon_0) * 1e9           # e^2/4 pi eps0, eV nm
LATTICE, RS = 0.30, 0.13
CHARGE, SCREEN = 20.0, 0.02
ELIN, LMAX, CUTOFF = 15.0, 10, 55.0
VOLUME = LATTICE**3
GUNIT = 2 * pi / LATTICE

# radial quadrature with r = RS s^2, dense near the nucleus
x_gl, w_gl = np.polynomial.legendre.leggauss(120)
s = (x_gl + 1) / 2
r = RS * s**2
wr = w_gl * RS * s

LM = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]
ELLS = np.array([l for l, m in LM])


def potential(q, charge, screen):
    return -charge * COUL * np.exp(-q / screen) / q


def core_state(l, charge, screen):
    """Lowest state of angular momentum l, zero at the sphere boundary."""
    n = np.arange(40)[:, None]
    jac = eval_jacobi(n, 2.0, 5.0, x_gl)
    djac = np.where(n > 0, (n + 8) * eval_jacobi(np.maximum(n - 1, 0), 3.0, 6.0, x_gl), 0.0)
    f = s**2 * (1 - s) * jac
    df = ((2 * s - 3 * s**2) * jac + s**2 * (1 - s) * djac) / (2 * RS * s)
    norm = np.sqrt((f**2) @ wr)[:, None]
    f, df = f / norm, df / norm
    v_eff = potential(r, charge, screen) + KIN * l * (l + 1) / r**2
    ham = KIN * (df * wr) @ df.T + (f * v_eff * wr) @ f.T
    energy, vec = eigh((ham + ham.T) / 2)
    p = vec[:, 0] @ f
    return energy[0], p * np.sign(p @ wr) / r


def radial(l, energy, charge, screen):
    """Normalised u_l, orthogonal udot_l, boundary data and <udot^2>."""
    c = 2 * (l + 1)

    def rhs(q, y):
        k2 = (-charge * COUL * np.exp(-q / screen) / q - energy) / KIN
        return [y[1], k2 * y[0] - c / q * y[1],
                y[3], k2 * y[2] - y[0] / KIN - c / q * y[3]]

    q0 = r[0] / 2
    slope = -charge * COUL / (KIN * c)
    start = [1 + slope * q0, slope, -q0**2 / (2 * KIN * (c + 1)), -q0 / (KIN * (c + 1))]
    q = np.append(r, RS)
    sol = solve_ivp(rhs, (q0, RS), start, method="DOP853", t_eval=q,
                    rtol=1e-11, atol=1e-14)
    assert sol.success
    g, dg, h, dh = sol.y
    power = (q / RS)**l
    u, du = g * power, (dg + l * g / q) * power
    v, dv = h * power, (dh + l * h / q) * power
    norm = sqrt(np.sum(u[:-1]**2 * r**2 * wr))
    u, du, v, dv = u / norm, du / norm, v / norm, dv / norm
    overlap = np.sum(u[:-1] * v[:-1] * r**2 * wr)
    v, dv = v - overlap * u, dv - overlap * du
    return (u[:-1], v[:-1], (u[-1], du[-1], v[-1], dv[-1]),
            np.sum(v[:-1]**2 * r**2 * wr))


def harmonics(unit):
    """All Y_lm (rows) at the given unit vectors (columns)."""
    ct = np.clip(unit[:, 2], -1, 1)
    phi = np.arctan2(unit[:, 1], unit[:, 0])
    out = np.empty((len(LM), len(unit)), complex)
    for i, (l, m) in enumerate(LM):
        a = abs(m)
        norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
        y = norm * lpmv(a, l, ct) * np.exp(1j * a * phi)
        out[i] = y if m >= 0 else (-1)**a * y.conj()
    return out


GRID = np.array(list(product(range(-4, 5), repeat=3)), float)


def lapw(k, channels, cutoff):
    """Band energies and sphere coefficients A_lm, B_lm at wave vector k."""
    q = k + GUNIT * GRID
    q = q[np.linalg.norm(q, axis=1) < cutoff]
    length = np.linalg.norm(q, axis=1)
    a, b = [], []
    for l, ch in enumerate(channels):
        u, du, v, dv = ch[2]
        j = spherical_jn(l, length * RS)
        dj = length * spherical_jn(l, length * RS, derivative=True)
        det = u * dv - du * v
        a.append((j * dv - dj * v) / det)
        b.append((u * dj - du * j) / det)
    angular = (4 * pi / sqrt(VOLUME) * (1j**ELLS)[:, None]
               * harmonics(q / length[:, None]).conj())
    amat, bmat = angular * np.array(a)[ELLS], angular * np.array(b)[ELLS]
    ndot = np.array([ch[3] for ch in channels])[ELLS][:, None]
    d = np.linalg.norm(q[:, None] - q[None], axis=2) * RS
    safe = np.where(d < 1e-9, 1.0, d)
    ratio = np.where(d < 1e-9, 1 / 3, spherical_jn(1, safe) / safe)
    theta = np.eye(len(q)) - 4 * pi * RS**3 / VOLUME * ratio
    over = theta + amat.conj().T @ amat + bmat.conj().T @ (ndot * bmat)
    ham = (theta * KIN * length**2 + amat.conj().T @ (ELIN * amat + bmat)
           + ELIN * bmat.conj().T @ (ndot * bmat))
    energy, c = eigh((ham + ham.conj().T) / 2, (over + over.conj().T) / 2)
    return energy, amat @ c, bmat @ c


# angular quadrature on the unit sphere
ct, wct = np.polynomial.legendre.leggauss(14)
ph = 2 * pi * np.arange(28) / 28
CT, PH = [z.ravel() for z in np.meshgrid(ct, ph, indexing="ij")]
ST = np.sqrt(1 - CT**2)
NVEC = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])
WANG = np.repeat(wct, 28) * 2 * pi / 28
YANG = harmonics(NVEC.T)

# angular factors from explicit integrals, as full matrices in m
factor = {}
for lc, l in [(0, 1), (1, 0), (1, 2), (2, 1), (2, 3)]:
    g = np.einsum("ip,ap,jp,p->aij", YANG[ELLS == l].conj(), NVEC, YANG[ELLS == lc], WANG)
    matrix = np.einsum("aij,akj->ik", g, g.conj()) / 3
    assert np.allclose(matrix, max(l, lc) / (3 * (2 * l + 1)) * np.eye(2 * l + 1), atol=1e-12)
    factor[lc, l] = matrix[0, 0].real

# absorption prefactor: quantum oscillator against a classical damped oscillator
shape = quad(lambda z: 0.3 * z**2 / ((1 - z**2)**2 + 0.09 * z**2), 0, np.inf)[0]
classical = const.e**2 * const.hbar / (const.m_e * const.epsilon_0 * const.c) * shape
omega = 1e16
quantum = (4 * pi**2 * const.alpha * const.hbar * omega
           * const.hbar / (2 * const.m_e * omega))
assert abs(classical / quantum - 1) < 1e-6

# core solver against hydrogenic levels
for l, n in [(0, 1), (1, 2)]:
    exact = -(CHARGE * COUL)**2 / (4 * KIN * n**2)
    assert abs(core_state(l, CHARGE, np.inf)[0] / exact - 1) < 1e-6

core = {lc: core_state(lc, CHARGE, SCREEN) for lc in (0, 1)}
channels = [radial(l, ELIN, CHARGE, SCREEN) for l in range(LMAX + 1)]
for ch in channels:
    u, du, v, dv = ch[2]
    assert abs(RS**2 * (du * v - u * dv) * KIN - 1) < 1e-6


def dipole_radial(lc, function):
    return np.sum(core[lc][1] * function * r**3 * wr)


rho = {key: dipole_radial(key[0], channels[key[1]][0]) for key in [(0, 1), (1, 0), (1, 2)]}
rhodot = {key: dipole_radial(key[0], channels[key[1]][1]) for key in rho}
for lc, l in rho:
    up = dipole_radial(lc, radial(l, ELIN + 0.1, CHARGE, SCREEN)[0])
    down = dipole_radial(lc, radial(l, ELIN - 0.1, CHARGE, SCREEN)[0])
    error = abs((up - down) / 0.2 - rhodot[lc, l])
    assert error < 1e-3 * abs(rhodot[lc, l]) + 1e-6 * abs(rho[lc, l])

# LAPW solver on the empty lattice, near the linearisation energy
k0 = GUNIT * np.array([0.1, 0.2, 0.3])
empty = [radial(l, ELIN, 0.0, SCREEN) for l in range(LMAX + 1)]
e_empty = lapw(k0, empty, CUTOFF)[0]
free = np.sort(KIN * np.sum((k0 + GUNIT * GRID)**2, axis=1))[:len(e_empty)]
near = abs(free - ELIN) < 5
empty_error = np.max(abs(e_empty - free)[near])
assert near.sum() >= 3 and empty_error < 0.05

UR = np.array([ch[0] for ch in channels])[ELLS]
VR = np.array([ch[1] for ch in channels])[ELLS]


def amplitudes(a, b, lc):
    """Dipole integrals by 3D quadrature: rows x, y, z; columns core m."""
    psi = (a[:, None] * UR + b[:, None] * VR).T @ YANG
    on_sphere = psi.conj().T @ (core[lc][1] * r**3 * wr)
    return np.einsum("p,ap,jp->aj", WANG * on_sphere, NVEC, YANG[ELLS == lc])


def tensor(a, b, lc):
    m = amplitudes(a, b, lc)
    return m @ m.conj().T


def strength(a, b, lc, l):
    pick = ELLS == l
    return np.sum(abs(a[pick] * rho[lc, l] + b[pick] * rhodot[lc, l])**2)


e0, a0, b0 = lapw(k0, channels, CUTOFF)
band = int(np.argmin(abs(e0 - ELIN)))
e_band = e0[band]
basis_shift = lapw(k0, channels, 65.0)[0][band] - e_band
assert abs(basis_shift) < 0.1
a1, b1 = a0[:, band], b0[:, band]
T = {key: strength(a1, b1, *key) for key in rho}
i_k = T[0, 1] / 9
i_ls, i_ld = T[1, 0] / 3, 2 * T[1, 2] / 15
i_l = i_ls + i_ld

# a single state: the mean over three polarisations already obeys the formula
single_k, single_l = tensor(a1, b1, 0), tensor(a1, b1, 1)
assert abs(np.trace(single_k).real / 3 / i_k - 1) < 1e-8
assert abs(np.trace(single_l).real / 3 / i_l - 1) < 1e-8

# the star: 48 independent diagonalisations
star = [np.array(sg) * k0[list(p)] for p in permutations(range(3))
        for sg in product((1, -1), repeat=3)]
t_k, t_l, t_sd = [], [], []
for k in star:
    e, a, b = lapw(k, channels, CUTOFF)
    assert abs(e[band] - e_band) < 1e-6
    a, b = a[:, band], b[:, band]
    t_k.append(tensor(a, b, 0))
    t_l.append(tensor(a, b, 1))
    parts = [tensor(a * (ELLS == l), b * (ELLS == l), 1) for l in (0, 2)]
    t_sd.append(t_l[-1] - parts[0] - parts[1])
t_k, t_l, t_sd = np.array(t_k), np.array(t_l), np.array(t_sd)
mean_k, mean_l, mean_sd = t_k.mean(0), t_l.mean(0), t_sd.mean(0)
assert np.max(abs(mean_k - i_k * np.eye(3))) < 1e-6 * i_k
assert np.max(abs(mean_l - i_l * np.eye(3))) < 1e-6 * i_l
assert np.max(abs(mean_sd)) < 1e-6 * i_l
assert np.max(abs(t_sd[0])) > 1e-3 * i_l

# a tetragonal star keeps the z axis apart and must not be isotropic
tetra = np.array([abs(abs(k[2]) - k0[2]) < 1e-9 for k in star])
tet_k = t_k[tetra].mean(0).real
assert tetra.sum() == 16 and abs(tet_k[2, 2] - tet_k[0, 0]) > 1e-3 * i_k

# spin-orbit-split p core: eigenvectors of L.S, final spin summed
lz, lp = np.diag([-1.0, 0.0, 1.0]), sqrt(2) * np.eye(3, k=-1)
sz, sp = np.diag([0.5, -0.5]), np.array([[0.0, 1.0], [0.0, 0.0]])
ls_val, ls_vec = eigh(np.kron(lz, sz) + (np.kron(lp, sp.T) + np.kron(lp.T, sp)) / 2)
assert np.allclose(ls_val, [-1, -1, 0.5, 0.5, 0.5, 0.5])
orbital = amplitudes(a1, b1, 1)
spinor = np.einsum("am,msj->asj", orbital, ls_vec.reshape(3, 2, 6))
by_state = np.sum(abs(spinor)**2, axis=1)
orb_sum = np.sum(abs(orbital)**2, axis=1)
l2_share = by_state[:, :2].sum(1) / orb_sum
l3_share = by_state[:, 2:].sum(1) / orb_sum
assert np.allclose(l2_share, 2 / 3) and np.allclose(l3_share, 4 / 3)

# partial charge times the squared radial integral at the true band energy
charge, at_energy = {}, {}
for lc, l in rho:
    pick = ELLS == l
    charge[l] = np.sum(abs(a1[pick])**2 + channels[l][3] * abs(b1[pick])**2)
    at_energy[lc, l] = dipole_radial(lc, radial(l, e_band, CHARGE, SCREEN)[0])
# 10 %: quadratic linearisation error and finite plane-wave basis
assert abs(charge[1] * at_energy[0, 1]**2 / T[0, 1] - 1) < 0.10

print(f"lattice constant {LATTICE:.2f} nm, sphere radius {RS:.2f} nm")
print(f"charge {CHARGE:.0f}, screening length {SCREEN:.2f} nm, E_l {ELIN:.1f} eV")
print(f"k = (0.1, 0.2, 0.3) * {GUNIT:.4f} /nm, star size {len(star)}")
print(f"plane-wave cutoff {CUTOFF:.0f} /nm, l up to {LMAX}")
print(f"empty-lattice error within 5 eV of E_l: {empty_error:.1e} eV")
for lc, name in [(0, "1s"), (1, "2p")]:
    outer = np.sum((core[lc][1]**2 * r**2 * wr)[r > 0.10])
    print(f"{name} energy {core[lc][0]:.2f} eV, probability beyond 0.10 nm {outer:.1e}")
for (lc, l), val in factor.items():
    print(f"angular factor lc={lc} -> l={l}: {val:.6f}")
for key in rho:
    print(f"lc={key[0]} l={key[1]}: rho {rho[key]:.4e} nm, rhodot {rhodot[key]:.4e} nm/eV")
print(f"chosen band {band + 1}, energy {e_band:.3f} eV, cutoff 65/nm shift {basis_shift:.1e} eV")
for lc, l in rho:
    pick = ELLS == l
    sa, sb = np.sum(abs(a1[pick])**2), np.sum(abs(b1[pick])**2)
    sab = np.sum(a1[pick].conj() * b1[pick]).real
    print(f"l={l}: sum|A|^2 {sa:.5f}, sum|B|^2 {sb:.5f} eV^2, Re sum A*B {sab:.5f} eV")
    print(f"  u term {rho[lc, l]**2 * sa:.4e}, udot term {rhodot[lc, l]**2 * sb:.4e} nm^2")
    print(f"  mixed term {2 * rho[lc, l] * rhodot[lc, l] * sab:.4e}, T {T[lc, l]:.4e} nm^2")
    print(f"  charge {charge[l]:.5f}, charge*rho(E)^2 {charge[l] * at_energy[lc, l]**2:.4e} nm^2")
print(f"I_K formula {i_k:.5e}, star quadrature {mean_k[2, 2].real:.5e} nm^2")
print(f"I_L formula {i_l:.5e}, star quadrature {mean_l[2, 2].real:.5e} nm^2")
print(f"I_L parts: s {i_ls:.4e}, d {i_ld:.4e} nm^2")
print("single k, I_K for x, y, z:", " ".join(f"{v:.3e}" for v in np.diag(single_k).real), "nm^2")
print("single k, I_L for x, y, z:", " ".join(f"{v:.3e}" for v in np.diag(single_l).real), "nm^2")
print(f"tetragonal star, I_K for x {tet_k[0, 0]:.3e}, z {tet_k[2, 2]:.3e} nm^2")
print(f"largest s-d interference / I_L: single k {np.max(abs(t_sd[0])) / i_l:.3f}, "
      f"star {np.max(abs(mean_sd)) / i_l:.0e}")
print(f"spin-summed shares of I_L: L3 {l3_share[2]:.4f}, L2 {l2_share[2]:.4f}")
for n in range(6):
    sk = strength(a0[:, n], b0[:, n], 0, 1) / 9
    s0 = strength(a0[:, n], b0[:, n], 1, 0) / 3
    s2 = strength(a0[:, n], b0[:, n], 1, 2) * 2 / 15
    print(f"band {n + 1}: E {e0[n]:.2f} eV, I_K {sk:.2e}, I_L s {s0:.2e}, d {s2:.2e} nm^2")
for name, lc, value in [("K", 0, 2 * i_k), ("L3", 1, l3_share[2] * i_l),
                        ("L2", 1, l2_share[2] * i_l)]:
    photon = e_band - core[lc][0]
    area = 4 * pi**2 * const.alpha * photon * value
    print(f"{name}: photon {photon:.2f} eV, integrated cross section "
          f"{area:.4e} nm^2 eV = {area * 1e4:.4e} Mb eV")
print("OK")
```

Running it gives:

```
lattice constant 0.30 nm, sphere radius 0.13 nm
charge 20, screening length 0.02 nm, E_l 15.0 eV
k = (0.1, 0.2, 0.3) * 20.9440 /nm, star size 48
plane-wave cutoff 55 /nm, l up to 10
empty-lattice error within 5 eV of E_l: 3.4e-04 eV
1s energy -4134.43 eV, probability beyond 0.10 nm 1.6e-24
2p energy -317.29 eV, probability beyond 0.10 nm 1.4e-07
angular factor lc=0 -> l=1: 0.111111
angular factor lc=1 -> l=0: 0.333333
angular factor lc=1 -> l=2: 0.133333
angular factor lc=2 -> l=1: 0.222222
angular factor lc=2 -> l=3: 0.142857
lc=0 l=1: rho 4.8055e-04 nm, rhodot 1.6769e-05 nm/eV
lc=1 l=0: rho 3.4575e-03 nm, rhodot 2.0800e-05 nm/eV
lc=1 l=2: rho 1.8019e-03 nm, rhodot 4.9941e-05 nm/eV
chosen band 5, energy 16.034 eV, cutoff 65/nm shift -1.9e-03 eV
l=1: sum|A|^2 0.34812, sum|B|^2 0.30029 eV^2, Re sum A*B 0.32332 eV
  u term 8.0393e-08, udot term 8.4439e-11 nm^2
  mixed term 5.2108e-09, T 8.5688e-08 nm^2
  charge 0.34840, charge*rho(E)^2 8.6433e-08 nm^2
l=0: sum|A|^2 0.00805, sum|B|^2 0.00674 eV^2, Re sum A*B 0.00737 eV
  u term 9.6228e-08, udot term 2.9166e-12 nm^2
  mixed term 1.0595e-09, T 9.7291e-08 nm^2
  charge 0.00806, charge*rho(E)^2 9.7410e-08 nm^2
l=2: sum|A|^2 0.05871, sum|B|^2 0.03450 eV^2, Re sum A*B 0.04463 eV
  u term 1.9064e-07, udot term 8.6048e-11 nm^2
  mixed term 8.0325e-09, T 1.9876e-07 nm^2
  charge 0.05872, charge*rho(E)^2 2.0194e-07 nm^2
I_K formula 9.52089e-09, star quadrature 9.52089e-09 nm^2
I_L formula 5.89309e-08, star quadrature 5.89309e-08 nm^2
I_L parts: s 3.2430e-08, d 2.6501e-08 nm^2
single k, I_K for x, y, z: 1.478e-09 1.162e-08 1.546e-08 nm^2
single k, I_L for x, y, z: 4.833e-08 6.440e-08 6.407e-08 nm^2
tetragonal star, I_K for x 6.551e-09, z 1.546e-08 nm^2
largest s-d interference / I_L: single k 1.196, star 3e-15
spin-summed shares of I_L: L3 1.3333, L2 0.6667
band 1: E -0.36 eV, I_K 1.97e-10, I_L s 9.13e-07, d 1.11e-10 nm^2
band 2: E 6.01 eV, I_K 2.91e-09, I_L s 4.54e-07, d 4.09e-09 nm^2
band 3: E 9.22 eV, I_K 6.29e-09, I_L s 2.21e-07, d 9.58e-09 nm^2
band 4: E 12.29 eV, I_K 1.02e-08, I_L s 1.17e-07, d 1.80e-08 nm^2
band 5: E 16.03 eV, I_K 9.52e-09, I_L s 3.24e-08, d 2.65e-08 nm^2
band 6: E 17.82 eV, I_K 1.07e-08, I_L s 2.83e-07, d 3.03e-08 nm^2
K: photon 4150.47 eV, integrated cross section 2.2768e-05 nm^2 eV = 2.2768e-01 Mb eV
L3: photon 333.32 eV, integrated cross section 7.5452e-06 nm^2 eV = 7.5452e-02 Mb eV
L2: photon 333.32 eV, integrated cross section 3.7726e-06 nm^2 eV = 3.7726e-02 Mb eV
OK
```
